**Heat-flow integral, energy memory and the conductance plateau**

The program tests the relation $I(\tau)=-dC_E/d\tau$, where $I$ is the running integral of the autocorrelation of the heat flow $Q=dE_L/dt$ and $C_E$ is the autocorrelation of the energy $E_L$ of one side. For a chaotic chain it asserts that $I$ agrees with $\langle E_L(\tau)Q(0)\rangle$ and is below 6% of its peak at late lags; the output shows 2.2%, still distinguishable from zero, and no single decay rate. For a harmonic chain with energy-conserving collisions it asserts a flat ratio $I/C_E$, a late integral near zero, a lifetime that grows with size, and agreement with the conductance defined by flow over temperature difference (0.01333 against 0.01330). With collisions switched off, it asserts that $I$ keeps oscillating while its time average is small. Further assertions compare the energy variance with a sum over densities of states, the exponential-memory formulas with a numerical solution of the memory equation, and the slab-resistance formula with a discretised heat equation. For two silicon slabs with conductance $G=30$ MW/m²K, the output gives an energy-sharing time of 460 ps and a best plateau reading of 28.9 MW/m²K at 22 ps. At 3000 ps the reading has fallen to 0.04 MW/m²K.

## Program and output

```python
"""
Result under test: for an isolated system split into sides L and R, the running
integral I(tau) of the heat-flow autocorrelation <Q(t)Q(0)>, with Q = dE_L/dt,
equals minus the slope of the energy autocorrelation C_E(tau) of side L.
With mixing it therefore ends at zero. If all other memory is short, it is
before that close to A kB T^2 G exp(-tau/tau_R), which gives the conductance G.
Models (reduced units, kB = mass = inner spring = 1): two chains of n atoms
joined by one weak spring LINK.
  chaotic chain:   site energy q^4/4, deterministic motion, sampled
  collision chain: site energy q^2/2; at random times the momenta of one side
                   get a new random direction at unchanged kinetic energy
  harmonic chain:  the collision chain with collisions switched off
Example: two silicon slabs with a weak contact, in laboratory units.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import rfft, irfft, next_fast_len
from scipy.integrate import cumulative_trapezoid, quad
from scipy.linalg import expm, block_diag

rng = np.random.default_rng(12345)
LINK = 0.25             # weak spring between the sides
STEP = 0.1              # time step of the chaotic and harmonic chains
SAMPLE = 2 * STEP       # time between stored samples of the chaotic chain
FINE = 0.05             # time step of the collision chain
ENERGY_PER_ATOM = 1.5   # chaotic chain
COLLISION_RATE = 1.0    # collisions per unit time and side


# ---- chaotic chain: deterministic dynamics
def left_energy(q, p, n):
    """Energy of the first n atoms plus half of the coupling energy."""
    site = np.sum(0.5 * p[:n]**2 + 0.25 * (q[:n]**2)**2, axis=0)
    springs = 0.5 * np.sum((q[1:n] - q[:n - 1])**2, axis=0)
    edge = 0.5 * LINK * (q[n - 1]**2 - q[n - 1] * q[n])
    return site + springs + edge


def total_energy(q, p, n):
    return left_energy(q, p, n) + left_energy(q[::-1], p[::-1], n)


def evolve(q, p, n, samples, store=None):
    """Symplectic motion in place."""
    grad, diff, move = np.empty_like(q), np.empty_like(q[1:]), np.empty_like(q)

    def drift(t):
        np.multiply(p, t, out=move)
        np.add(q, move, out=q)

    def kick():
        np.multiply(q, q, out=grad)
        np.multiply(grad, q, out=grad)
        np.subtract(q[1:], q[:-1], out=diff)
        diff[n - 1] *= LINK
        grad[:-1] -= diff
        grad[1:] += diff
        np.multiply(grad, STEP, out=grad)
        np.subtract(p, grad, out=p)

    for k in range(samples):
        drift(0.5 * STEP)
        kick()
        drift(STEP)
        kick()
        drift(0.5 * STEP)
        if store is not None:
            store(k)


def chaotic_run(n, copies, run_time=1000.0, max_lag=400.0, groups=8):
    """Equilibrium correlations, one row per group of copies."""
    total = 2 * n * ENERGY_PER_ATOM
    share = rng.beta(0.85 * n, 0.85 * n, copies)
    p = rng.standard_normal((2 * n, copies))
    p[:n] *= np.sqrt(2 * total * share / np.sum(p[:n]**2, axis=0))
    p[n:] *= np.sqrt(2 * total * (1 - share) / np.sum(p[n:]**2, axis=0))
    q = np.zeros_like(p)
    initial = total_energy(q, p, n)
    evolve(q, p, n, int(round(150 / SAMPLE)))
    count, lags = int(round(run_time / SAMPLE)), int(round(max_lag / SAMPLE))
    energy = np.empty((count, copies), dtype=np.float32)
    flow = np.empty((count, copies), dtype=np.float32)

    def store(k):
        energy[k] = left_energy(q, p, n) - 0.5 * total
        flow[k] = 0.5 * LINK * (q[n] * p[n - 1] - q[n - 1] * p[n])

    evolve(q, p, n, count, store)
    drift = np.mean(np.abs(total_energy(q, p, n) / initial - 1))
    mean_energy = float(np.mean(energy, dtype=np.float64))
    size = next_fast_len(count + lags + 1)
    norm = count - np.arange(lags + 1)
    rows = []
    for part in np.array_split(np.arange(copies), groups):
        cols = slice(part[0], part[-1] + 1)
        e = np.ascontiguousarray(energy[:, cols].T, dtype=float) - mean_energy
        f = np.ascontiguousarray(flow[:, cols].T, dtype=float)
        fe, ff = rfft(e, size, axis=1), rfft(f, size, axis=1)
        spectra = (np.abs(ff)**2, fe * ff.conj(), np.abs(fe)**2)
        rows.append([irfft(s.mean(axis=0), size)[:lags + 1] / norm
                     for s in spectra])
    rows = np.array(rows)
    integral = cumulative_trapezoid(rows[:, 0], dx=SAMPLE, axis=1, initial=0)
    return dict(lag=np.arange(lags + 1) * SAMPLE, integral=integral,
                cross=rows[:, 1], energy=rows[:, 2], drift=drift)


def group_window(run, name, low, high):
    pick = (run["lag"] >= low) & (run["lag"] <= high)
    return run[name][:, pick].mean(axis=1)


def with_error(values):
    return values.mean(), values.std(ddof=1) / np.sqrt(len(values))


chaos = chaotic_run(4, 2400)
chaos_running = chaos["integral"].mean(axis=0)
chaos_peak = chaos_running.max()
chaos_peak_lag = chaos["lag"][chaos_running.argmax()]
chaos_gap = np.max(np.abs(chaos_running - chaos["cross"].mean(axis=0)))
chaos_gap /= chaos_peak
chaos_late, chaos_late_error = with_error(
    group_window(chaos, "integral", 300, 400) / chaos_peak)
chaos_ratios = [with_error(group_window(chaos, "integral", *w)
                           / group_window(chaos, "energy", *w))
                for w in ((15, 30), (30, 60))]
assert chaos["drift"] < 0.02
assert chaos_gap < 0.05
assert abs(chaos_late) < 0.06


# ---- collision chain: exact averages of products of coordinates and momenta
def stiffness(n):
    k = np.eye(2 * n)
    for i in range(2 * n - 1):
        spring = LINK if i == n - 1 else 1.0
        k[i, i] += spring
        k[i + 1, i + 1] += spring
        k[i, i + 1] -= spring
        k[i + 1, i] -= spring
    return k


def observables(n):
    """Symmetric matrices of (E_L - E_R)/2, Q and T_L - T_R; equilibrium S."""
    k, atoms2 = stiffness(n), 2 * n
    sign = np.r_[np.ones(n), -np.ones(n)]
    half_diff = block_diag(0.25 * k[:n, :n], -0.25 * k[n:, n:],
                           0.25 * np.diag(sign))
    flow = np.zeros((2 * atoms2, 2 * atoms2))
    flow[n, atoms2 + n - 1] = flow[atoms2 + n - 1, n] = 0.25 * LINK
    flow[n - 1, atoms2 + n] = flow[atoms2 + n, n - 1] = -0.25 * LINK
    temp_diff = block_diag(np.zeros((atoms2, atoms2)), np.diag(sign) / n)
    return half_diff, flow, temp_diff, block_diag(np.linalg.inv(k),
                                                  np.eye(atoms2))


def propagate(n, collision_rate, moments, steps, step, readers):
    """Second moments in time: half collision, free motion, half collision."""
    atoms2 = 2 * n
    generator = np.block([[np.zeros((atoms2, atoms2)), np.eye(atoms2)],
                          [-stiffness(n), np.zeros((atoms2, atoms2))]])
    free = expm(generator * step)
    free_t = free.T.copy()
    stay = np.exp(-0.5 * collision_rate * step)
    mask = np.ones((2 * atoms2, 2 * atoms2))
    for low in (atoms2, atoms2 + n):
        touched = np.zeros(2 * atoms2, dtype=bool)
        touched[low:low + n] = True
        mask[touched[:, None] | touched[None, :]] *= stay
    left, right = slice(atoms2, atoms2 + n), slice(atoms2 + n, 2 * atoms2)

    def collide(x):
        diagonal = x.reshape(-1)[::2 * atoms2 + 1]
        kin_left, kin_right = diagonal[left].sum(), diagonal[right].sum()
        x *= mask
        diagonal[left] += (1 - stay) * kin_left / n
        diagonal[right] += (1 - stay) * kin_right / n

    read = np.array([r.ravel() for r in readers])
    x = np.array(moments, order="C")
    out = np.empty((steps + 1, len(readers)))
    out[0] = read @ x.ravel()
    for i in range(1, steps + 1):
        collide(x)
        x = free @ x @ free_t
        collide(x)
        out[i] = read @ x.ravel()
    return out.T


def collision_run(n, max_lag, step=FINE):
    half_diff, flow, _, S = observables(n)
    steps = int(round(max_lag / step))
    flow_corr, cross = propagate(n, COLLISION_RATE, 2 * S @ flow @ S, steps,
                                 step, (flow, half_diff))
    energy, = propagate(n, COLLISION_RATE, 2 * S @ half_diff @ S, steps,
                        step, (half_diff,))
    return dict(lag=np.arange(steps + 1) * step, cross=cross, energy=energy,
                integral=cumulative_trapezoid(flow_corr, dx=step, initial=0))


def ratio(run, low, high):
    pick = (run["lag"] >= low) & (run["lag"] <= high)
    return run["integral"][pick].mean() / run["energy"][pick].mean()


n_side = 4
small, large = collision_run(n_side, 2000.0), collision_run(2 * n_side, 200.0)
coarse = collision_run(n_side, 200.0, 2 * FINE)
rate_early, rate = ratio(small, 20, 40), ratio(small, 40, 80)
rate_large = ratio(large, 40, 80)
variance = small["energy"][0]
height = rate * variance
height_large = rate_large * large["energy"][0]
running = small["integral"]
peak, peak_lag = running.max() / height, small["lag"][running.argmax()]
gap = np.max(np.abs(running - small["cross"])) / height
fall = cumulative_trapezoid(small["cross"], dx=FINE, initial=0)
slope_gap = np.max(np.abs(variance - small["energy"] - fall)) / variance
at_200 = int(round(200 / FINE))
offset_fine = (running[at_200] - small["cross"][at_200]) / height
offset_coarse = (coarse["integral"][-1] - coarse["cross"][-1]) / height
assert gap < 0.01
assert slope_gap < 0.01
# the false offset of the sampled integral is of second order in the step
assert 3 < offset_coarse / offset_fine < 5
assert abs(running[-1]) / height < 0.005
assert abs(rate_early / rate - 1) < 0.05
assert 0.75 < peak < 1.1
assert 1.6 < rate / rate_large < 2.5
assert 0.8 < height_large / height < 1.2
# each side has heat capacity n, so the variance should be near n/2
assert abs(variance / (n_side / 2) - 1) < 0.05

# conductance from its definition: sides prepared at temperatures 1.2 and 0.8
half_diff, flow, temp_diff, S = observables(n_side)
stiff = stiffness(n_side)
unequal = block_diag(1.2 * np.linalg.inv(stiff[:n_side, :n_side]),
                     0.8 * np.linalg.inv(stiff[n_side:, n_side:]),
                     1.2 * np.eye(n_side), 0.8 * np.eye(n_side))
heat, difference = propagate(n_side, COLLISION_RATE, unequal,
                             int(round(80 / FINE)), FINE, (flow, temp_diff))
settled = int(round(40 / FINE))
conductance = -heat[settled:].mean() / difference[settled:].mean()
assert abs(conductance / height - 1) < 0.08

# ---- harmonic chain: no collisions, no mixing; sum over normal modes
w2, modes = np.linalg.eigh(stiff)
w = np.sqrt(w2)
times = np.arange(200001) * STEP
cosine, sine = np.cos(np.outer(times, w)), np.sin(np.outer(times, w))
a, b = n_side - 1, n_side


def qq(i, j): return cosine @ (modes[i] * modes[j] / w2)
def pp(i, j): return cosine @ (modes[i] * modes[j])
def qp(i, j): return sine @ (modes[i] * modes[j] / w)
def pq(i, j): return -qp(i, j)


mode_corr = 0.25 * LINK**2 * (
    qq(b, b) * pp(a, a) + qp(b, a) * pq(a, b)
    - qq(b, a) * pp(a, b) - qp(b, b) * pq(a, a)
    - qq(a, b) * pp(b, a) - qp(a, a) * pq(b, b)
    + qq(a, a) * pp(b, b) + qp(a, b) * pq(b, a))
free_corr, = propagate(n_side, 0.0, 2 * S @ flow @ S, 1000, STEP, (flow,))
assert np.max(np.abs(free_corr - mode_corr[:1001])) < 1e-7 * mode_corr[0]
harmonic = cumulative_trapezoid(mode_corr, dx=STEP, initial=0)
rms_early = np.sqrt(np.mean(harmonic[times <= 1000]**2))
rms_late = np.sqrt(np.mean(harmonic[times >= 10000]**2))
harmonic_mean = harmonic.mean() / rms_late
assert rms_late / rms_early > 0.5
assert abs(harmonic_mean) < 0.03

# ---- silicon slabs with a weak contact (rough typical inputs, SI units)
kB, eV = const.k, const.e
T, G, kappa, sound = 300.0, 30e6, 5.0, 8400.0
h_left, h_right, area = 10e-9, 20e-9, 25e-18
lattice, debye = 0.543e-9, 645.0
density = 8 / lattice**3
heat_cap = 3 * density * kB
atoms = density * area * np.array([h_left, h_right])
C_left, C_right = 3 * kB * atoms
var_E = kB * T**2 * C_left * C_right / (C_left + C_right)
gamma = area * G * (1 / C_left + 1 / C_right)
plateau = area * kB * T**2 * G
delta_T = np.sqrt(kB * T**2 * (1 / C_left + 1 / C_right))

# energy variance from the densities of states of classical oscillators
dof = 3 * atoms
share0 = dof[0] / dof.sum()
width = np.sqrt(share0 * (1 - share0) / dof.sum())
share = share0 + width * np.linspace(-9, 9, 4001)
log_weight = (dof[0] - 1) * np.log(share) + (dof[1] - 1) * np.log(1 - share)
weight = np.exp(log_weight - log_weight.max())
weight /= weight.sum()
mean_share = np.sum(weight * share)
var_count = (dof.sum() * kB * T)**2 * np.sum(weight * (share - mean_share)**2)
assert abs(var_count / var_E - 1) < 1e-3
assert abs(gamma * var_count / plateau - 1) < 1e-3

# exponential memory: closed form against the integral equation, unit = memory
memory = 2 * h_right / sound
eps = gamma * memory
root = np.sqrt(1 - 4 * eps)
s1, s2 = (1 - root) / 2, (1 + root) / 2
best = np.log(s2 / s1) / (s2 - s1)
best_ratio = np.exp(-s1 * best) / s2
dt, steps = 0.01, 2000
kernel = np.exp(-dt * np.arange(steps + 1))
corr, conv = np.ones(steps + 1), np.zeros(steps + 1)
for i in range(1, steps + 1):
    known = dt * (0.5 * kernel[i] * corr[0] + kernel[i - 1:0:-1] @ corr[1:i])
    corr[i] = (corr[i - 1] - 0.5 * eps * dt * (conv[i - 1] + known)) \
        / (1 + eps * dt**2 / 4)
    conv[i] = known + 0.5 * dt * corr[i]
assert abs(conv.max() / best_ratio - 1) < 1e-4
assert abs(conv.argmax() * dt - best) < 0.05
assert abs(conv[-1] / corr[-1] / (s1 / eps) - 1) < 1e-4
estimate = 1 - eps * np.log(1 / eps) + eps
assert abs(estimate - best_ratio) < 0.005


def reading(t):
    """Conductance read if the integral is stopped at time t."""
    x = t / memory
    return G * (np.exp(-s1 * x) - np.exp(-s2 * x)) / (s2 - s1)


# resistance inside the slabs: slow mode of the discretised heat equation
cell = 0.1e-9
n1, n2 = int(round(h_left / cell)), int(round(h_right / cell))
bonds = np.full(n1 + n2 - 1, kappa / cell)
bonds[n1 - 1] = 1 / (1 / G + cell / kappa)
matrix = np.diag(np.r_[bonds, 0] + np.r_[0, bonds])
matrix -= np.diag(bonds, 1) + np.diag(bonds, -1)
slow = np.linalg.eigvalsh(matrix)[1] / (heat_cap * cell)
G_seen = G * slow / gamma
G_series = 1 / (1 / G + (h_left + h_right) / (3 * kappa))
assert abs(G_seen / G_series - 1) < 0.01

x_max = debye / T
quantum = 3 / x_max**3 * quad(
    lambda x: x**4 * np.exp(x) / np.expm1(x)**2, 1e-9, x_max)[0]

print(f"MODEL CHAINS (reduced units), weak spring {LINK}")
print(f"chaotic chain, 4 atoms per side, energy per atom {ENERGY_PER_ATOM}")
print(f"  mean relative energy error: {chaos['drift']:.1e}")
print(f"  peak of I: {chaos_peak:.5f} at lag {chaos_peak_lag:.1f}")
print(f"  largest gap, I vs <E_L(tau)Q(0)>, / peak: {chaos_gap:.4f}")
print(f"  I / peak, lags 300-400: {chaos_late:.4f} +- {chaos_late_error:.4f}")
for name, (value, error) in zip(("15-30", "30-60"), chaos_ratios):
    print(f"  I/C_E, lags {name}: {value:.5f} +- {error:.5f}")
print(f"collision chain, temperature 1, collision rate {COLLISION_RATE}")
print(f"  energy variance, 4 atoms per side: {variance:.4f}")
print(f"  I/C_E, lags 20-40: {rate_early:.6f}")
print(f"  I/C_E, lags 40-80: {rate:.6f}")
print(f"  height = (I/C_E) * variance: {height:.6f}")
print(f"  conductance, flow / temperature difference: {conductance:.6f}")
print(f"  peak of I / height: {peak:.4f} at lag {peak_lag:.1f}")
for t in (5, 50, 200, 500, 2000):
    print(f"  I / height at lag {t}: {running[int(round(t / FINE))] / height:.5f}")
print(f"  false offset / height, steps {2 * FINE} and {FINE}: "
      f"{offset_coarse:.5f}, {offset_fine:.5f}")
print(f"  lifetime, 4 atoms per side: {1 / rate:.1f}")
print(f"  lifetime, 8 atoms per side: {1 / rate_large:.1f}")
print(f"  height ratio, 8 to 4 atoms per side: {height_large / height:.4f}")
print("harmonic chain (collisions off)")
print(f"  late rms / early rms of I: {rms_late / rms_early:.3f}")
print(f"  time mean of I / late rms: {harmonic_mean:.4f}")
print("SILICON SLABS, WEAK CONTACT (rough inputs)")
print(f"temperature {T:.0f} K, conductance {G / 1e6:.0f} MW/m2K")
print(f"thicknesses {h_left * 1e9:.0f} and {h_right * 1e9:.0f} nm, "
      f"area {area * 1e18:.0f} nm2")
print(f"slab conductivity {kappa:.0f} W/mK, sound speed {sound / 1e3:.1f} km/s")
print(f"lattice constant {lattice * 1e9:.3f} nm, Debye temp. {debye:.0f} K")
print(f"atoms left, right: {atoms[0]:.0f}, {atoms[1]:.0f}")
print(f"classical heat capacity: {heat_cap / 1e6:.3f} MJ/m3K")
print(f"rms fluctuation of left energy: {np.sqrt(var_E) / eV:.3f} eV")
print(f"same from densities of states: {np.sqrt(var_count) / eV:.3f} eV")
print(f"ideal plateau A kB T^2 G: {plateau / eV**2 * 1e-12:.5f} eV2/ps")
print(f"energy-sharing time tau_R: {1e12 / gamma:.1f} ps")
print(f"memory time (acoustic round trip): {memory * 1e12:.2f} ps")
print(f"ratio epsilon = memory / tau_R: {eps:.5f}")
print(f"best cut-off: {best * memory * 1e12:.1f} ps")
print(f"conductance read there: {G * best_ratio / 1e6:.2f} MW/m2K")
print(f"small-epsilon estimate of it: {G * estimate / 1e6:.2f} MW/m2K")
for t in (2, 10, 100, 500, 1000, 3000):
    print(f"conductance read at {t} ps: {reading(t * 1e-12) / 1e6:.3f} MW/m2K")
print(f"conductance from I/C_E: {G * s1 / eps / 1e6:.2f} MW/m2K")
print(f"with slab resistance, heat equation: {G_seen / 1e6:.2f} MW/m2K")
print(f"with slab resistance, series formula: {G_series / 1e6:.2f} MW/m2K")
print(f"quantum / classical heat capacity (Debye): {quantum:.3f}")
print(f"rms spontaneous temperature difference: {delta_T:.2f} K")
print("checks complete")
```

Printed output:

```
MODEL CHAINS (reduced units), weak spring 0.25
chaotic chain, 4 atoms per side, energy per atom 1.5
  mean relative energy error: 3.1e-03
  peak of I: 0.06799 at lag 4.2
  largest gap, I vs <E_L(tau)Q(0)>, / peak: 0.0043
  I / peak, lags 300-400: 0.0224 +- 0.0036
  I/C_E, lags 15-30: 0.01363 +- 0.00023
  I/C_E, lags 30-60: 0.00888 +- 0.00016
collision chain, temperature 1, collision rate 1.0
  energy variance, 4 atoms per side: 2.0046
  I/C_E, lags 20-40: 0.006650
  I/C_E, lags 40-80: 0.006651
  height = (I/C_E) * variance: 0.013333
  conductance, flow / temperature difference: 0.013302
  peak of I / height: 0.9849 at lag 3.2
  I / height at lag 5: 0.97331
  I / height at lag 50: 0.72033
  I / height at lag 200: 0.26626
  I / height at lag 500: 0.03693
  I / height at lag 2000: 0.00080
  false offset / height, steps 0.1 and 0.05: 0.00287, 0.00072
  lifetime, 4 atoms per side: 150.3
  lifetime, 8 atoms per side: 303.6
  height ratio, 8 to 4 atoms per side: 0.9893
harmonic chain (collisions off)
  late rms / early rms of I: 0.941
  time mean of I / late rms: 0.0026
SILICON SLABS, WEAK CONTACT (rough inputs)
temperature 300 K, conductance 30 MW/m2K
thicknesses 10 and 20 nm, area 25 nm2
slab conductivity 5 W/mK, sound speed 8.4 km/s
lattice constant 0.543 nm, Debye temp. 645 K
atoms left, right: 12492, 24984
classical heat capacity: 2.070 MJ/m3K
rms fluctuation of left energy: 4.086 eV
same from densities of states: 4.086 eV
ideal plateau A kB T^2 G: 0.03630 eV2/ps
energy-sharing time tau_R: 459.9 ps
memory time (acoustic round trip): 4.76 ps
ratio epsilon = memory / tau_R: 0.01035
best cut-off: 22.1 ps
conductance read there: 28.88 MW/m2K
small-epsilon estimate of it: 28.89 MW/m2K
conductance read at 2 ps: 10.285 MW/m2K
conductance read at 10 ps: 26.140 MW/m2K
conductance read at 100 ps: 24.597 MW/m2K
conductance read at 500 ps: 10.213 MW/m2K
conductance read at 1000 ps: 3.404 MW/m2K
conductance read at 3000 ps: 0.042 MW/m2K
conductance from I/C_E: 30.32 MW/m2K
with slab resistance, heat equation: 28.27 MW/m2K
with slab resistance, series formula: 28.30 MW/m2K
quantum / classical heat capacity (Debye): 0.802
rms spontaneous temperature difference: 1.90 K
checks complete
```
